# Spectral Folding in a Point-Sampled, Exponentially Correlated Resist Edge

## First half: from one ripple to the folded spectrum

### The result

A printed resist line has an edge that wanders about its mean line. Let $x(y)$ be the deviation at position $y$ along the line, with rms value $\sigma$ and a correlation that decays exponentially over a length $\xi$. The power spectrum of this edge is a Lorentzian,

$$S(k)=\frac{2\sigma^2\xi}{1+k^2\xi^2}.$$

If the edge is read only at points a distance $d$ apart, the spectrum computed from the readings is instead

$$S_d(k)=\sigma^2 d\,\frac{\sinh(d/\xi)}{\cosh(d/\xi)-\cos(kd)},\qquad |k|\le \frac{\pi}{d}.$$

This is the Lorentzian with everything beyond the Nyquist wavenumber $\pi/d$ folded back into the measured band. The total variance is unchanged. The spectral density is raised at every $k$ in the band, and the factor by which it is raised grows steadily up to $\pi/d$. In this sense sampling exaggerates the high-frequency roughness.

The result rests on three assumptions: the edge is statistically stationary, each reading is the value at a point, and the record is unlimited. The second half relaxes the last two.

### The simplest case: a single ripple

Take an edge with one sinusoidal ripple of wavenumber $k'$,

$$x(y)=A\cos(k'y+\varphi),$$

and read it at $y=nd$, where $n$ is an integer. Suppose that $k'$ differs from some $k$ inside the band by a whole number $m$ of steps $2\pi/d$, so that $k'=k+2\pi m/d$. The readings are

$$x(nd)=A\cos(knd+2\pi mn+\varphi)=A\cos(knd+\varphi),$$

because $mn$ is an integer and the cosine has period $2\pi$. The short ripple and the long one give identical readings. Nothing done to the readings afterwards can tell them apart.

With $d=10$ nm, for example, a ripple of period 8 nm has $k'=2\pi/8$ rad/nm. Subtracting $2\pi/10$ leaves $2\pi(1/8-1/10)=2\pi/40$ rad/nm, so the ripple is recorded as one of period 40 nm, with its amplitude unchanged.

*Limit.* For $k'=2\pi/d$ the ripple fits once into each spacing. Every reading then falls at the same phase, and the ripple is recorded as a constant offset. This agrees with the rule, which sends $k'$ to $k=0$.

A rough edge contains ripples of all wavenumbers with random phases. If they are independent, their powers add, so one expects the recorded power at $k$ to be the sum of the true powers at all $k+2\pi m/d$. The following sections establish this for the exponential correlation and carry out the sum.

### The continuous edge

Let $x(y)$ have zero mean and covariance

$$R(s)=\langle x(y)\,x(y+s)\rangle=\sigma^2e^{-|s|/\xi},$$

where the brackets denote an average over many statistically equivalent edges. The power spectrum is defined as

$$S(k)=\int_{-\infty}^{\infty}R(s)\,e^{-iks}\,ds ,\qquad R(s)=\int_{-\infty}^{\infty}S(k)\,e^{iks}\,\frac{dk}{2\pi}.$$

This is a two-sided convention: positive and negative $k$ both count. With $\sigma$ and $\xi$ in nm, $S$ is in nm³. Setting $s=0$ in the second relation gives $\sigma^2=\int S\,dk/2\pi$, so $S\,dk/2\pi$ is the variance carried by the interval $dk$.

Since $R$ is even, the two halves of the first integral are complex conjugates, and their sum is twice the real part of one of them:

$$S(k)=2\sigma^2\,\mathrm{Re}\int_0^\infty e^{-(1/\xi+ik)s}\,ds
=2\sigma^2\,\mathrm{Re}\,\frac{1}{1/\xi+ik}
=2\sigma^2\,\frac{1/\xi}{1/\xi^2+k^2}.$$

Multiplying numerator and denominator by $\xi^2$ gives the Lorentzian stated above.

*Limits.* For $k\xi\ll1$ the spectrum is flat at $2\sigma^2\xi$: pieces of edge much further apart than $\xi$ are practically uncorrelated. For $k\xi\gg1$ it falls as $2\sigma^2/(\xi k^2)$. This slow tail comes from the kink of $R$ at $s=0$, and it is the tail that supplies the power to be folded.

### The sampled edge at the Nyquist wavenumber

The readings $x_n=x(nd)$ have the covariance

$$c_n=R(nd)=\sigma^2\rho^{|n|},\qquad \rho=e^{-a},\qquad a=\frac{d}{\xi}.$$

The spectrum of the readings is defined by replacing the integral over $s$ with a sum of step $d$:

$$S_d(k)=d\sum_{n=-\infty}^{\infty}c_n\,e^{-iknd}.$$

The prefactor $d$ gives $S_d$ the same unit as $S$ and makes the two agree when $d\to0$ at fixed $k$.

The sum is easiest at $k=\pi/d$, where $e^{-iknd}=(-1)^n$. The terms $n$ and $-n$ are equal, so

$$S_d(\pi/d)=\sigma^2d\Big[1+2\sum_{n=1}^{\infty}(-\rho)^n\Big]
=\sigma^2d\Big[1-\frac{2\rho}{1+\rho}\Big]
=\sigma^2d\,\frac{1-\rho}{1+\rho}.$$

Multiplying numerator and denominator by $e^{a/2}$ turns the fraction into $\tanh(a/2)$:

$$S_d(\pi/d)=\sigma^2d\tanh\frac a2 .$$

*Limit.* For fine sampling, $a\ll1$, this becomes $\sigma^2da/2=\sigma^2d^2/(2\xi)$. The Lorentzian at the same wavenumber is $2\sigma^2/(\xi k^2)=2\sigma^2d^2/(\pi^2\xi)$. Their ratio is $\pi^2/4$, about 2.47, however fine the sampling. Reducing $d$ moves the Nyquist wavenumber outwards and lowers both spectra there, but it does not bring them together at that point.

### The sampled edge at any wavenumber

Let $u=kd$ and $w=\rho e^{-iu}$. Since $|w|=\rho<1$, the geometric series converges, and pairing $n$ with $-n$ gives

$$S_d=\sigma^2d\Big[1+2\,\mathrm{Re}\sum_{n=1}^\infty w^n\Big]
=\sigma^2d\,\mathrm{Re}\Big[1+\frac{2w}{1-w}\Big]
=\sigma^2d\,\mathrm{Re}\,\frac{1+w}{1-w}.$$

To take the real part, multiply numerator and denominator by $1-w^*$. The numerator becomes $1-|w|^2+(w-w^*)$, and the bracket $w-w^*$ is imaginary. The denominator becomes $|1-w|^2=1-2\rho\cos u+\rho^2$. Therefore

$$S_d=\sigma^2d\,\frac{1-\rho^2}{1-2\rho\cos u+\rho^2}.$$

Now divide numerator and denominator by $2\rho$. Because $(\rho^{-1}-\rho)/2=\sinh a$ and $(\rho^{-1}+\rho)/2=\cosh a$,

$$S_d(k)=\sigma^2d\,\frac{\sinh a}{\cosh a-\cos kd}.$$

*Limits.* At $k=\pi/d$ the fraction is $\sinh a/(\cosh a+1)=\tanh(a/2)$, as found before. At $k=0$ it is $\sinh a/(\cosh a-1)=\coth(a/2)$. All other values lie between these two. When $d\gg\xi$ both tend to 1 and $S_d\to\sigma^2d$: the readings are then uncorrelated, and their spectrum is white.

### Why this is folding

The closed form came from the covariance alone. To see where the extra power comes from, write the covariance of the readings through the true spectrum and cut the $k$ axis into zones of width $2\pi/d$:

$$c_n=\int_{-\infty}^{\infty}S(k)e^{iknd}\frac{dk}{2\pi}
=\sum_{m=-\infty}^{\infty}\int_{-\pi/d}^{\pi/d}S\!\Big(k+\frac{2\pi m}{d}\Big)e^{iknd}\,e^{2\pi imn}\,\frac{dk}{2\pi}.$$

The last exponential is 1. This is the single-ripple argument again. The images fall off as $1/m^2$, so their sum converges uniformly over the band, and sum and integral may be exchanged:

$$c_n=\int_{-\pi/d}^{\pi/d}\Big[\sum_mS\!\Big(k+\frac{2\pi m}{d}\Big)\Big]e^{iknd}\,\frac{dk}{2\pi}.$$

The definition of $S_d$ can be inverted in the same form. Multiply it by $e^{ikn'd}$ and integrate over the band. Each term with $n\ne n'$ integrates to zero over whole periods, and the term $n=n'$ gives $d\,c_{n'}\cdot(2\pi/d)/2\pi=c_{n'}$. Hence

$$c_n=\int_{-\pi/d}^{\pi/d}S_d(k)\,e^{iknd}\,\frac{dk}{2\pi}.$$

Two continuous periodic functions with the same Fourier coefficients are equal, so

$$S_d(k)=\sum_{m=-\infty}^{\infty}S\!\Big(k+\frac{2\pi m}{d}\Big).$$

The term $m=0$ is the true spectrum. All others are positive, so $S_d>S$ throughout the band.

*Limit.* At $k=\pi/d$ the images lie at odd multiples of $\pi/d$. The images $m=0$ and $m=-1$ sit at $+\pi/d$ and $-\pi/d$ and are equal, since $S$ is even. They alone double the density. This holds for any spectrum that is positive at $\pi/d$, Lorentzian or not. For the Lorentzian with fine sampling, the more distant images raise the factor from 2 to $\pi^2/4$.

### How the exaggeration depends on wavenumber

Divide the two spectra, using $k\xi=u/a$ and $d/\xi=a$:

$$Q(u)=\frac{S_d}{S}=\frac{a\sinh a}{2(\cosh a-\cos u)}\Big(1+\frac{u^2}{a^2}\Big)
=\frac{\sinh a}{2a}\,\frac{a^2+u^2}{\cosh a-\cos u}.$$

The sign of $dQ/du$ is the sign of the numerator in the quotient rule,

$$D=2u(\cosh a-\cos u)-(a^2+u^2)\sin u .$$

Adding and subtracting $2u$ separates it into two parts:

$$D=\big[2u(\cosh a-1)-a^2\sin u\big]+u\big[2(1-\cos u)-u\sin u\big].$$

In the first bracket, the power series of $\cosh a$ gives $2(\cosh a-1)\ge a^2$, so the bracket is at least $a^2(u-\sin u)$, which is positive for $u>0$. In the second, half-angle formulas give

$$2(1-\cos u)-u\sin u=4\sin\frac u2\cos\frac u2\Big(\tan\frac u2-\frac u2\Big),$$

which is positive for $0<u<\pi$. Thus $Q$ rises across the whole band for any $d/\xi$. It starts from $Q(0)=(a/2)\coth(a/2)$, which exceeds 1 because $\tanh(a/2)<a/2$, and it ends at

$$Q(\pi)=\frac{\tanh(a/2)}{2a}\,(a^2+\pi^2).$$

*Limit.* Let $d$ become small at fixed $k$, so that $a$ and $u$ are both small. To the order needed, $\sinh a/a=1+a^2/6$ and

$$2(\cosh a-\cos u)=a^2+u^2+\frac{a^4-u^4}{12}=(a^2+u^2)\Big(1+\frac{a^2-u^2}{12}\Big).$$

Therefore

$$Q\simeq1+\frac{a^2}{6}-\frac{a^2-u^2}{12}=1+\frac{a^2+u^2}{12}.$$

The excess density follows on multiplying $Q-1$ by $S$. Since $a^2+u^2=a^2(1+k^2\xi^2)$, the Lorentzian denominator cancels:

$$S_d-S\simeq\frac{2\sigma^2\xi a^2}{12}=\frac{\sigma^2d^2}{6\xi}.$$

To leading order, well below the Nyquist wavenumber, folding adds a flat floor. The floor matters little where the Lorentzian is high and much where it is low. Closer to $\pi/d$ the nearest image makes the excess rise above this floor.

The shape of the tail changes as well. The logarithmic slope of the sampled spectrum is

$$\frac{d\ln S_d}{d\ln k}=-\frac{u\sin u}{\cosh a-\cos u}.$$

For $a\ll u$ this becomes $-u\cot(u/2)$. It is near $-2$ for small $u$, as in the Lorentzian tail, but it is $-\pi/2$ at half the Nyquist wavenumber and zero at the Nyquist wavenumber. A power law read from the upper part of the band would therefore be too shallow.

## Second half: variance, finite records and a resist line

### Symbols and results carried over

The edge has rms deviation $\sigma$ and correlation length $\xi$. It is read at spacing $d$, with $a=d/\xi$, $\rho=e^{-a}$ and $w=\rho e^{-ikd}$. Spectra are two-sided, so variance is the integral of the spectrum over $dk/2\pi$. The true and sampled spectra are

$$S(k)=\frac{2\sigma^2\xi}{1+k^2\xi^2},\qquad
S_d(k)=\frac{\sigma^2d\sinh a}{\cosh a-\cos kd}=\sum_mS\!\Big(k+\frac{2\pi m}{d}\Big).$$

Their ratio rises from $k=0$ to the Nyquist wavenumber $\pi/d$. Well below $\pi/d$, and for $d\ll\xi$, their difference is close to $\sigma^2d^2/(6\xi)$.

### Where the variance goes

The true variance carried by $|k|<K$ is

$$\int_{-K}^{K}\frac{2\sigma^2\xi}{1+k^2\xi^2}\,\frac{dk}{2\pi}=\sigma^2\,\frac2\pi\arctan(K\xi).$$

For the sampled spectrum put $\theta=kd$ and $t=\tan(\theta/2)$, so that $\cos\theta=(1-t^2)/(1+t^2)$ and $d\theta=2\,dt/(1+t^2)$. Then

$$\int\frac{\sinh a\,d\theta}{\cosh a-\cos\theta}
=\int\frac{2\sinh a\,dt}{(\cosh a-1)+(\cosh a+1)t^2}
=2\arctan\Big(t\coth\frac a2\Big).$$

The last step uses $\sqrt{(\cosh a-1)(\cosh a+1)}=\sinh a$ and $\sqrt{(\cosh a+1)/(\cosh a-1)}=\coth(a/2)$. Taking the limits $\pm Kd$ and the factor $\sigma^2/2\pi$ gives the apparent variance in $|k|<K$:

$$\sigma^2\,\frac2\pi\arctan\Big(\coth\frac a2\,\tan\frac{Kd}2\Big).$$

*Limits.* As $K\to\pi/d$ the tangent diverges and the apparent variance becomes $\sigma^2$. The readings have the full variance of the edge, as they must, since each reading is a value of the edge. As $d\to0$ at fixed $K$, the argument tends to $(2\xi/d)(Kd/2)=K\xi$, which is the true result.

The true edge keeps a share $1-(2/\pi)\arctan(\pi/a)=(2/\pi)\arctan(a/\pi)$ of its variance beyond $\pi/d$. This is the share that folding brings into the band.

A useful measure of the effect is the variance in the upper half-band, $\pi/2d<|k|<\pi/d$. For $a\ll1$ the true share there is

$$\frac2\pi\Big[\arctan\frac{2a}\pi-\arctan\frac a\pi\Big]\simeq\frac{2a}{\pi^2}.$$

The apparent share is $1-(2/\pi)\arctan[\coth(a/2)]=(2/\pi)\arctan[\tanh(a/2)]\simeq a/\pi$. Their ratio tends to $\pi/2$. With fine sampling the upper half-band therefore appears to hold about 57% more variance than it does.

### A record of finite length

From $N$ readings one computes the periodogram

$$P(k)=\frac dN\Big|\sum_{n=0}^{N-1}x_ne^{-iknd}\Big|^2 .$$

Its average contains every pair of readings. A separation of $j$ spacings occurs $N-|j|$ times, so

$$\langle P\rangle=d\sum_{|j|<N}\Big(1-\frac{|j|}N\Big)c_je^{-ikjd}
=\sigma^2d\Big[1+\frac2N\,\mathrm{Re}\,T\Big],\qquad T=\sum_{n=1}^{N-1}(N-n)w^n .$$

To sum $T$, note that $w^n$ occurs $N-n$ times if the partial sums $w+w^2+\dots+w^j$ are added for $j=1,\dots,N-1$. Hence

$$T=\sum_{j=1}^{N-1}\frac{w-w^{j+1}}{1-w}
=\frac{(N-1)w}{1-w}-\frac{w^2-w^{N+1}}{(1-w)^2}
=\frac{Nw}{1-w}-\frac{w(1-w^N)}{(1-w)^2}.$$

The first term reproduces $S_d$, and the second is the effect of the ends:

$$\langle P\rangle=S_d-\frac{2\sigma^2d}{N}\,\mathrm{Re}\,\frac{w(1-w^N)}{(1-w)^2}.$$

*Limits.* For $N=1$ the two terms of $T$ cancel and $\langle P\rangle=\sigma^2d$, as it should be for a single reading. For large $N$ the correction vanishes as $1/N$. At the Nyquist wavenumber $w=-\rho$. Neglecting $\rho^N$ and using $\rho/(1+\rho)^2=1/[4\cosh^2(a/2)]$,

$$\langle P\rangle-S_d=+\frac{\sigma^2d}{2N\cosh^2(a/2)} .$$

The finite record thus also raises the density at $\pi/d$, but by an amount that a longer record reduces. Folding depends on $d$ and not on $N$.

### A resist line in numbers

Take $\sigma=1.2$ nm, $\xi=20$ nm and $d=10$ nm, with $N=200$ readings over 2000 nm. Then $a=0.5$, $\pi/d=0.3142$ rad/nm, $2\sigma^2\xi=57.6$ nm³ and $\sigma^2d=14.4$ nm³. At the Nyquist wavenumber $k\xi=2\pi$, and

$$S=\frac{57.6}{1+4\pi^2}=1.423\ \text{nm}^3,\qquad S_d=14.4\tanh(0.25)=3.527\ \text{nm}^3 .$$

The other rows follow from the general formulas for $S(k)$ and $S_d(k)$.

| $k$ (rad/nm) | $S$ (nm³) | $S_d$ (nm³) | $S_d/S$ |
|---|---|---|---|
| 0 | 57.600 | 58.795 | 1.021 |
| 0.0785 | 16.612 | 17.844 | 1.074 |
| 0.1571 | 5.299 | 6.654 | 1.256 |
| 0.2356 | 2.482 | 4.090 | 1.648 |
| 0.3142 | 1.423 | 3.527 | 2.478 |

The excess is 1.195 nm³ at $k=0$, close to the leading-order floor $\sigma^2d^2/(6\xi)=144/120=1.2$ nm³. It grows to 2.104 nm³ at the Nyquist wavenumber.

For the half-bands set $K=\pi/2d$, so that $K\xi=\pi$ and $\tan(Kd/2)=1$. The lower half-band truly holds $(2/\pi)\arctan\pi=0.8038$ of the variance and appears to hold $(2/\pi)\arctan[\coth(0.25)]=0.8471$. The upper half-band truly holds 0.0957 and appears to hold 0.1529, which is 1.60 times as much. In rms terms its roughness appears as 0.47 nm instead of 0.37 nm.

The share beyond the Nyquist wavenumber is 0.1005. Of this, 0.0433 lands in the lower half-band and 0.0572 in the upper. The amounts are similar, but the first is added to a large variance and the second to a small one.

### Removing the short ripples before sampling

If folding is the cause, the excess must vanish when the ripples beyond $\pi/d$ are removed before the edge is read. This was tried on 400 simulated edges. Each was a periodic edge of length $L=2000$ nm, built as a sum of Fourier modes with independent Gaussian complex amplitudes of mean square $S(k)/L$. The modes extended to 64 times the Nyquist wavenumber. The construction uses the Lorentzian and makes no use of the formula for $S_d$.

Each edge was read every 10 nm, and its periodogram was averaged over the 50 Fourier wavenumbers from $\pi/2d$ to just below $\pi/d$. The mean over all edges was 4.425 nm³; the folded formula gives 4.435 nm³ at the same wavenumbers. With all modes at and beyond $\pi/d$ deleted first, the same edges gave 2.789 nm³, against 2.795 nm³ for the Lorentzian. The spacing, the record length and the remaining modes were the same in both cases, so the difference is due to the deleted ripples.

The simulation also shows how uncertain one record is. The standard deviation of the periodogram from edge to edge, divided by its mean, was found separately at each of the 50 wavenumbers; the average of these ratios was 0.99. The expected value is 1. At these wavenumbers the Fourier sum has independent real and imaginary parts, each Gaussian with some variance $v$. The sum of their squares has mean $2v$ and variance $2v^2+2v^2=4v^2$, hence standard deviation $2v$. Averaging $M$ independent edges reduces the relative scatter to $1/\sqrt M$, which is 5% for 400 edges. At the Nyquist wavenumber itself the Fourier sum is real, and the relative scatter is larger by a factor $\sqrt2$. Averaging over more edges does not reduce the folding excess, which belongs to the mean.

### Finite length and detection noise

For this record the finite-length shift at the Nyquist wavenumber is 0.034 nm³, about 1% of $S_d$ there. It is negligible beside the folding excess of 2.1 nm³.

The finite length also affects the total variance if the mean of the record is subtracted. The mean of $N$ readings has variance $\langle P(0)\rangle/(Nd)$, because $P(0)=(d/N)|\sum x_n|^2$. Using $S_d(0)$ for $\langle P(0)\rangle$ gives $58.8/2000=0.029$ nm², about 2% of $\sigma^2=1.44$ nm². The measured variance is lower by this amount on average. Subtracting a fitted straight line instead of the mean removes about twice as much, 4% here. Both losses grow for shorter records: for 500 nm they are about 8% and 15%. The statement that sampling preserves the variance refers to deviations from the true mean line.

Detection noise is larger. Suppose that each reading carries an independent error of rms value $\sigma_n$, unrelated to the edge. Its covariance is $\sigma_n^2$ at $n=0$ and zero otherwise, so it adds $\sigma_n^2d$ at all wavenumbers. For $\sigma_n=0.5$ nm this is $0.25\times10=2.5$ nm³, slightly more than the folding excess at the Nyquist wavenumber.

The two floors are hard to separate at low $k$, because both are nearly flat there. They do scale differently. At fixed $\sigma$, $\xi$ and $\sigma_n$, the noise floor is proportional to $d$ and the leading folding floor to $d^2$. In a real instrument $\sigma_n$ may itself change when the spacing is changed. Removing the noise by subtracting a fitted constant may therefore also remove part of the folded power, and the constant is then not a clean measure of $\sigma_n$.

### Readings that average along the edge

A real reading has some extent along the line. Suppose that each reading is the mean of $x$ over a length $d$ centred on $nd$. A ripple $e^{iky}$ is then multiplied by

$$\frac1d\int_{-d/2}^{d/2}e^{iks}\,ds=\frac{\sin(kd/2)}{kd/2},$$

and its power by the square of this factor. The averaged edge is then read at points, so the folding rule applies to the filtered spectrum.

At $k=0$ the images with $m\neq0$ lie at $2\pi m/d$, where the factor vanishes. Averaging over exactly one spacing removes the excess there completely. At the Nyquist wavenumber the images lie at $n\pi/d$ with $n$ odd, where $\sin^2(kd/2)=1$ and the power factor is $4/(n\pi)^2$. Counting positive and negative $n$, the sampled density is

$$B=2\sum_{n=1,3,\dots}\frac{2\sigma^2\xi a^2}{a^2+n^2\pi^2}\,\frac4{n^2\pi^2}
=16\sigma^2\xi\sum_{n=1,3,\dots}\Big[\frac1{n^2\pi^2}-\frac1{a^2+n^2\pi^2}\Big].$$

The sums follow from the folding rule for point readings. At the Nyquist wavenumber that rule reads

$$4\sigma^2\xi a^2\sum_{n=1,3,\dots}\frac1{a^2+n^2\pi^2}=\sigma^2d\tanh\frac a2
\quad\Rightarrow\quad
\sum_{n=1,3,\dots}\frac1{a^2+n^2\pi^2}=\frac{\tanh(a/2)}{4a},$$

where $d=a\xi$ was used. Its limit for $a\to0$ is $1/8$. Therefore

$$B=2\sigma^2\xi\Big[1-\frac{2\tanh(a/2)}a\Big].$$

For the resist line this is 1.171 nm³, or 0.82 of the Lorentzian value 1.423 nm³. The exaggeration has become a deficit.

*Limit.* For small $a$, $\tanh(a/2)\simeq a/2-a^3/24$, so $B\simeq2\sigma^2\xi a^2/12$. Divided by the Lorentzian value $2\sigma^2\xi a^2/\pi^2$, this is $\pi^2/12$, or about 0.82. The deficit is thus not peculiar to the chosen spacing.

### Edges that are smooth at short range

The Lorentzian tail assumes an edge that is rough down to the smallest scale. If the edge is smoothed along its length by a Gaussian of standard deviation $b$, each ripple is multiplied by $e^{-k^2b^2/2}$ and the spectrum by $e^{-k^2b^2}$. With $b=3$ nm, $kb=0.3\pi$ at the Nyquist wavenumber, and the density before sampling is $1.423\,e^{-0.09\pi^2}=0.585$ nm³. Summing the images gives 1.171 nm³ after sampling.

The ratio of these two values is 2.0002. The images at $\pm\pi/d$ account for the factor 2, and the strongly damped images further out add almost nothing. That 1.171 nm³ also appeared for averaged readings is a coincidence of the choice $b=0.3d$: the two expressions are different functions of $a$ and $b$.

The meaning of this number depends on where the smoothing takes place. If it belongs to the resist, the true edge has an rms deviation of 1.11 nm instead of 1.2 nm, its density at the Nyquist wavenumber is 0.585 nm³, and sampling doubles that density. If it belongs to the measurement and the resist edge is Lorentzian, the true density is 1.423 nm³ and the reading is too low by 18%. The sampled spectrum by itself does not distinguish the two.

### The model beside real resist lines

The parameters are round values meant for lines in chemically amplified resist exposed with extreme-ultraviolet light. As a rough guide, rms edge roughness there is of the order of 1 nm and correlation lengths are of the order of 10 nm or a few tens of nm. The spacing of 10 nm is coarse, since electron-microscope images often sample the edge every few nm or more finely. At fixed $\sigma$ and $\xi$, a spacing of 2 nm would lower the leading folding floor by a factor of 25, from 1.2 to about 0.05 nm³. The ratio at the new Nyquist wavenumber would still be close to 2.5 for ideal point readings of a Lorentzian edge. Real lines and instruments also depart from the assumptions of point readings and of roughness down to the smallest scale. In the two cases computed here, relaxing one of them lowers the sampled density at the Nyquist wavenumber from 3.5 to 1.2 nm³.

A design rule follows under stated conditions. If the readings are nearly pointlike, the edge is nearly Lorentzian and the record is much longer than $\xi$ (for $d\ll\xi$ the relative finite-length shift at the Nyquist wavenumber is about $\xi/(Nd)$, or 4% for a record of 500 nm with $\xi=20$ nm), the sampled formula, with a noise term added, should be fitted in place of the Lorentzian. If $d\ll\xi$, the Lorentzian may be used where $(a^2+k^2d^2)/12$ is below the accepted relative error. For an error of 5% and $a\ll kd$ this means $kd<\sqrt{0.6}$, or about a quarter of the Nyquist wavenumber. This estimate is of leading order and understates the error: for fine sampling a nominal 5% is in fact 5.15% and a nominal 20% is 22.6%. For larger tolerances the exact ratio $Q$ should be used. If the readings average over a length comparable with $d$, neither formula holds near $\pi/d$, and the filter of the instrument must be included before folding.
